# Why the lowest rotational level of H3+ is not J=0: test program

```python
# Result under test: in the vibronic ground state of H3+ the level J=0 is
# forbidden by the Pauli principle; the lowest existing level is J=1, K=1,
# at B + C above the missing J=0.
# J: rotational quantum number; K: its projection on the normal to the plane
# B, C: rotational constants for in-plane axes and for the normal
# Shapes: S = (1+x)*1 + u*sigma_z + v*sigma_x acts on an equilateral triangle.
# Atomic units inside; printed energies in cm^-1.
from itertools import permutations, combinations
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, expm
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, cc

TO_CM = const.physical_constants['hartree-inverse meter relationship'][0] / 100
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
PROTON = const.m_p / const.m_e
angles = 2 * np.pi * np.arange(3) / 3
TRIANGLE = np.array([np.cos(angles), np.sin(angles)]) / np.sqrt(3)  # unit side

# ---------- permutations of protons: rotations and spin matrices ----------
perms = [list(p) for p in permutations(range(3))]
signs = [round(np.linalg.det(np.eye(3)[p])) for p in perms]
planar = [TRIANGLE[:, p] @ np.linalg.pinv(TRIANGLE) for p in perms]
rotations = []
for p, g2 in zip(perms, planar):
    g = np.zeros((3, 3))
    g[:2, :2] = g2
    g[2, 2] = np.linalg.det(g2)
    assert np.allclose(g2 @ TRIANGLE, TRIANGLE[:, p])
    assert np.allclose(g @ g.T, np.eye(3)) and np.isclose(np.linalg.det(g), 1)
    rotations.append(g)


def spin_permutation(p, n):
    t = np.eye(n**3).reshape(n, n, n, n**3)
    return t.transpose(*np.argsort(p), 3).reshape(n**3, n**3)


def angular_momentum(J):
    m = np.arange(J, -J - 1, -1)
    up = np.diag(np.sqrt(J * (J + 1) - m[1:] * (m[1:] + 1.0)), 1)
    return m, [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m).astype(complex)]


half = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
        np.diag([0.5, -0.5])]
one = np.eye(2)
total_spin = [np.kron(np.kron(s, one), one) + np.kron(np.kron(one, s), one)
              + np.kron(np.kron(one, one), s) for s in half]
SPIN_SQ = sum(s @ s for s in total_spin)


def pauli_projector(J, n):
    m, ops = angular_momentum(J)
    proj = 0
    for p, sg, g in zip(perms, signs, rotations):
        vec = Rotation.from_matrix(g).as_rotvec()
        D = expm(-1j * sum(a * o for a, o in zip(vec, ops)))
        proj = proj + sg * np.kron(D, spin_permutation(p, n)) / 6
    assert np.allclose(proj @ proj, proj, atol=1e-9)
    return m, proj


def count_states(J, K, n=2):
    m, proj = pauli_projector(J, n)
    block = np.repeat(np.abs(m) == K, n**3)
    return np.diag(proj).real[block].sum()


def mean_spin_square(J, K):
    m, proj = pauli_projector(J, 2)
    block = np.repeat(np.abs(m) == K, 8)
    val = np.diag(proj @ np.kron(np.eye(2 * J + 1), SPIN_SQ)).real[block].sum()
    return val / count_states(J, K)


spin_mats = [spin_permutation(p, 2) for p in perms]
P_sym = sum(spin_mats) / 6
P_anti = sum(s * U for s, U in zip(signs, spin_mats)) / 6
P_E = np.eye(8) - P_sym - P_anti
assert np.allclose(P_anti, 0)
assert np.allclose(SPIN_SQ @ P_sym, 3.75 * P_sym)
assert np.allclose(SPIN_SQ @ P_E, 0.75 * P_E)
anti_count = {}
for n in (2, 3, 4):
    anti_count[n] = sum(s * np.trace(spin_permutation(p, n))
                        for s, p in zip(signs, perms)) / 6
    assert np.isclose(anti_count[n], n * (n - 1) * (n - 2) / 6)
for J in range(5):
    for K in range(J + 1):
        rule = (4 * (J % 2) if K == 0 else 4 if K % 3 == 0 else 2)
        assert np.isclose(count_states(J, K), rule, atol=1e-8)
assert np.isclose(mean_spin_square(1, 1), 0.75)
assert np.isclose(mean_spin_square(1, 0), 3.75)
J0_spin_three_half = count_states(0, 0, 4)
assert J0_spin_three_half > 3.9
# J=0 combined with one quantum of the doubly degenerate vibration
J0_excited = sum(s * np.trace(g2) * np.trace(U)
                 for s, g2, U in zip(signs, planar, spin_mats)) / 6
assert np.isclose(J0_excited, 2)


# ---------- electronic energy: full CI for two electrons, singlet ----------
full_basis = gto.basis.load('cc-pvtz', 'H')
sp_basis = [b for b in full_basis if b[0] < 2]


def shape_matrix(x, u, v):
    return np.array([[1 + x + u, v], [v, 1 + x - u]])


def make_molecule(xy, basis):
    atoms = [['H', (float(a), float(b), 0.0)] for a, b in xy.T]
    return gto.M(atom=atoms, unit='Bohr', basis={'H': basis}, charge=1,
                 spin=0, verbose=0)


def full_ci(mol):
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    eps, C = eigh(h, mol.intor('int1e_ovlp'))
    n = len(eps)
    g = mol.intor('int2e').reshape(n, n, n, n)
    for _ in range(4):
        g = np.tensordot(g, C, axes=(0, 0))
    i, j = np.triu_indices(n)
    norm = np.where(i == j, 0.5, np.sqrt(0.5))
    W = g.transpose(0, 2, 1, 3)[i, j]
    H = 2 * norm[:, None] * norm * (W[:, i, j] + W[:, j, i])
    H[np.diag_indices(len(i))] += eps[i] + eps[j]
    energy, vec = eigh(H, subset_by_index=[0, 0])
    pair = np.zeros((n, n))
    pair[i, j] = vec[:, 0] * norm
    return energy[0], C @ (pair + pair.T) @ C.T


def sides(xy):
    return np.array([np.linalg.norm(xy[:, a] - xy[:, b])
                     for a, b in combinations(range(3), 2)])


def total_energy(xy, basis):
    return full_ci(make_molecule(xy, basis))[0] + (1 / sides(xy)).sum()


def best_side(basis, centre=1.65, step=0.03):
    lo, mid, hi = [total_energy((centre + k * step) * TRIANGLE, basis)
                   for k in (-1, 0, 1)]
    return centre + step * (lo - hi) / (2 * (lo - 2 * mid + hi))


r_e = best_side(sp_basis)
r_full = best_side(full_basis)
assert abs(r_e / r_full - 1) < 0.01
mol_e = make_molecule(r_e * TRIANGLE, sp_basis)
E_el, pair_function = full_ci(mol_e)
E_min = E_el + (3 / r_e)
mf = scf.RHF(mol_e).run()
assert abs(cc.CCSD(mf).run(conv_tol=1e-9).e_tot - E_min) < 1e-6
# electronic function is unchanged by all six rotations of the triangle
points = np.array([[0.3, 0.5, 0.4], [-0.6, 0.2, -0.3]])
amps = []
for g in rotations:
    ao = mol_e.eval_gto('GTOval_sph', points @ g.T)
    amps.append(ao[0] @ pair_function @ ao[1])
assert np.allclose(amps, amps[0], rtol=1e-5) and abs(amps[0]) > 1e-4

# ---------- potential surface, symmetric in the three sides ----------
powers = [(a, b, c) for a in range(7) for b in range(4) for c in range(3)
          if a + 2 * b + 3 * c <= 6]


def invariants(side_list):
    y = np.exp(1 - np.asarray(side_list) / r_e) - 1
    s1, s2, s3 = [(y**k).sum(axis=-1) for k in (1, 2, 3)]
    return np.stack([s1**a * s2**b * s3**c for a, b, c in powers], axis=-1)


samples = []
for x in np.linspace(-0.30, 0.45, 7):
    for rho in (0, 0.14, 0.28, 0.42):
        if 1 + x - rho > 0.449:
            for phi in ([0] if rho == 0 else [0, np.pi / 6, np.pi / 3]):
                samples.append((x, rho * np.cos(phi), rho * np.sin(phi)))
shapes = [r_e * shape_matrix(*s) @ TRIANGLE for s in samples]
electronic = [full_ci(make_molecule(xy, sp_basis))[0] for xy in shapes]
coef = np.linalg.lstsq(invariants([sides(xy) for xy in shapes]),
                       np.array(electronic), rcond=None)[0]


def potential(side_list):
    return (invariants(side_list) @ coef
            + (1 / np.asarray(side_list)).sum(axis=-1) - E_min)


fit_error = 0
for s in [(0.04, 0.09, 0.06), (-0.08, -0.05, 0.11), (0.13, 0.02, -0.17)]:
    xy = r_e * shape_matrix(*s) @ TRIANGLE
    miss = potential(sides(xy)) - (total_energy(xy, sp_basis) - E_min)
    fit_error = max(fit_error, abs(miss) * TO_CM)
assert fit_error < 50


# ---------- rotational tensor of a distorted triangle ----------
def in_plane_factor(x, rho2):
    return ((1 + x)**2 + rho2) / ((1 + x)**2 - rho2)**2


for x, u, v in [(0.1, 0.12, -0.07), (-0.08, 0.05, 0.2)]:
    pos = np.vstack([shape_matrix(x, u, v) @ TRIANGLE, np.zeros(3)])
    cols = [np.cross(axis, pos.T).ravel() for axis in np.eye(3)]
    for d in (np.eye(2), np.diag([1, -1]), np.array([[0, 1], [1, 0]])):
        cols.append(np.vstack([d @ TRIANGLE, np.zeros(3)]).T.ravel())
    velocity = np.array(cols).T
    mu = np.linalg.inv(velocity.T @ velocity)
    assert np.isclose(mu[2, 2], (1 + x)**-2)
    assert np.isclose((mu[0, 0] + mu[1, 1]) / 2,
                      2 * in_plane_factor(x, u * u + v * v))

# ---------- vibrational ground state on a grid ----------
inertia = PROTON * r_e**2
B_e, C_e = TO_CM / inertia, TO_CM / (2 * inertia)


def kinetic(grid):
    k = np.subtract.outer(np.arange(len(grid)), np.arange(len(grid)))
    safe = np.where(k == 0, 1, k)
    t = np.where(k == 0, np.pi**2 / 3, 2 * (1.0 - 2 * (k % 2)) / safe**2)
    return t / (2 * inertia * (grid[1] - grid[0])**2)


def vibrate(n):
    gx, gu = np.linspace(-0.30, 0.45, n), np.linspace(-0.40, 0.40, n)
    x, u, v = [a.ravel() for a in np.meshgrid(gx, gu, gu, indexing='ij')]
    rho = np.hypot(u, v)
    keep = np.flatnonzero((rho <= 0.42) & (1 + x - rho > 0.449))
    I, tu = np.eye(n), kinetic(gu)
    H = np.kron(kinetic(gx), np.eye(n * n))
    H += np.kron(I, np.kron(tu, I) + np.kron(I, tu))
    H = H[np.ix_(keep, keep)]
    x, u, v = x[keep], u[keep], v[keep]
    dist = [sides(r_e * shape_matrix(*s) @ TRIANGLE) for s in zip(x, u, v)]
    H[np.diag_indices(len(keep))] += potential(dist)
    energy, vec = eigh(H, subset_by_index=[0, 1])
    w = vec[:, 0]**2
    rho2 = u * u + v * v
    return dict(B=B_e * (w @ in_plane_factor(x, rho2)),
                C=C_e * (w @ (1 + x)**-2.0), x=w @ x, x2=w @ x**2,
                rho2=w @ rho2, u=w @ u, skew=w @ (u * u - v * v),
                gap=(energy[1] - energy[0]) * TO_CM)


coarse, vib = vibrate(11), vibrate(13)
B0, C0 = vib['B'], vib['C']
assert abs(coarse['B'] - B0) < 0.1 and abs(coarse['C'] - C0) < 0.1
assert abs(vib['u']) < 2e-3 and abs(vib['skew']) < 1e-3
assert vib['gap'] > 10 * (B0 + C0)

# ---------- rotational levels ----------
levels = []
for J in range(3):
    _, (jx, jy, jz) = angular_momentum(J)
    direct = np.linalg.eigvalsh(B0 * (jx @ jx + jy @ jy) + C0 * jz @ jz)
    formula = [B0 * J * (J + 1) + (C0 - B0) * K * K for K in range(-J, J + 1)]
    assert np.allclose(direct, np.sort(formula))
    for K in range(J + 1):
        levels.append((formula[J + K], J, K, round(count_states(J, K))))
levels.sort()
lowest = next(level for level in levels if level[3] > 0)
assert lowest[1:3] == (1, 1) and levels[0][1:] == (0, 0, 0)
assert np.isclose(lowest[0], B0 + C0) and 62 < lowest[0] < 66

print(f"spin functions: symmetric (I=3/2)      {np.trace(P_sym):.0f}")
print(f"spin functions: E species (I=1/2)      {np.trace(P_E):.0f}")
for n in (2, 3, 4):
    print(f"antisymmetric functions, {n} spin states {anti_count[n]:.0f}")
print(f"J=0 states if fermions had spin 3/2    {J0_spin_three_half:.0f}")
print(f"J=0 states in E vibrational state      {J0_excited:.0f}")
print(f"mean I(I+1) in J=1,K=1                 {mean_spin_square(1, 1):.2f}")
print(f"mean I(I+1) in J=1,K=0                 {mean_spin_square(1, 0):.2f}")
print(f"proton mass                            {PROTON:.3f} m_e")
print(f"side r_e, basis without d              {r_e:.4f} bohr")
print(f"side r_e, basis without d              {r_e * BOHR:.4f} angstrom")
print(f"side r_e, full cc-pVTZ                 {r_full:.4f} bohr")
print(f"CI energy at r_e, basis without d      {E_min:.6f} hartree")
print(f"CI geometries used for the surface     {len(samples)}")
print(f"largest surface error at new shapes    {fit_error:.2f} cm^-1")
print(f"rigid B_e                              {B_e:.2f} cm^-1")
print(f"rigid C_e                              {C_e:.2f} cm^-1")
print(f"rigid B_e + C_e                        {B_e + C_e:.2f} cm^-1")
print(f"mean x                                 {vib['x']:.4f}")
print(f"mean x^2                               {vib['x2']:.5f}")
print(f"mean rho^2 = u^2+v^2                   {vib['rho2']:.5f}")
print(f"averaging factor B0/B_e                {B0 / B_e:.4f}")
print(f"averaging factor C0/C_e                {C0 / C_e:.4f}")
print(f"averaged B0                            {B0:.2f} cm^-1")
print(f"averaged C0                            {C0:.2f} cm^-1")
print(f"grid change of B0 + C0                 "
      f"{abs(coarse['B'] + coarse['C'] - B0 - C0):.4f} cm^-1")
print(f"first vibrational excitation (model)   {vib['gap']:.0f} cm^-1")
print("levels from J=0: energy, spin states per M, total with M")
for energy, J, K, count in levels:
    print(f"  J={J} K={K}  {energy:7.2f} cm^-1  {count}  {count*(2*J+1)}")
kelvin = lowest[0] * 100 * const.h * const.c / const.k
print(f"lowest allowed level: J={lowest[1]} K={lowest[2]}  "
      f"{lowest[0]:.2f} cm^-1")
print(f"the same energy divided by k_B         {kelvin:.1f} K")
print(f"gap from (1,1) to (1,0), B0 - C0       {B0 - C0:.2f} cm^-1")
print("every check passed")
```

It prints:

```
spin functions: symmetric (I=3/2)      4
spin functions: E species (I=1/2)      4
antisymmetric functions, 2 spin states 0
antisymmetric functions, 3 spin states 1
antisymmetric functions, 4 spin states 4
J=0 states if fermions had spin 3/2    4
J=0 states in E vibrational state      2
mean I(I+1) in J=1,K=1                 0.75
mean I(I+1) in J=1,K=0                 3.75
proton mass                            1836.153 m_e
side r_e, basis without d              1.6500 bohr
side r_e, basis without d              0.8731 angstrom
side r_e, full cc-pVTZ                 1.6533 bohr
CI energy at r_e, basis without d      -1.339378 hartree
CI geometries used for the surface     61
largest surface error at new shapes    1.47 cm^-1
rigid B_e                              43.90 cm^-1
rigid C_e                              21.95 cm^-1
rigid B_e + C_e                        65.86 cm^-1
mean x                                 0.0391
mean x^2                               0.00821
mean rho^2 = u^2+v^2                   0.01706
averaging factor B0/B_e                0.9914
averaging factor C0/C_e                0.9436
averaged B0                            43.53 cm^-1
averaged C0                            20.71 cm^-1
grid change of B0 + C0                 0.0002 cm^-1
first vibrational excitation (model)   2525 cm^-1
levels from J=0: energy, spin states per M, total with M
  J=0 K=0     0.00 cm^-1  0  0
  J=1 K=1    64.24 cm^-1  2  6
  J=1 K=0    87.05 cm^-1  4  12
  J=2 K=2   169.90 cm^-1  2  10
  J=2 K=1   238.34 cm^-1  2  10
  J=2 K=0   261.15 cm^-1  0  0
lowest allowed level: J=1 K=1  64.24 cm^-1
the same energy divided by k_B         92.4 K
gap from (1,1) to (1,0), B0 - C0       22.81 cm^-1
every check passed
```
